# How a missing nonlinear core correction distorts chromium trihalide magnetic energies: test program

```python
"""Result under test: omitting frozen core charge from spin-dependent xc
overestimates a 3d exchange splitting and can distort magnetic energies.
n = charge density, m = spin density, polarisation = m/n.
Delta = d-level exchange splitting; M = moment in Bohr magnetons.
D = E(antiferromagnetic) - E(ferromagnetic) per two-site bond.
Atomic units are used for densities, eV for the two-site Hamiltonian.
The Slater-type shells are a rough model of Cr in a CrI3 monolayer.
"""
import math
import numpy as np
from scipy.constants import physical_constants, k, e
from scipy.optimize import brentq
from pyscf.dft import libxc

HARTREE = physical_constants['Hartree energy in eV'][0]
BOHR_NM = physical_constants['Bohr radius'][0] * 1e9
LDA = 'LDA_X,LDA_C_PW'
D_COUNT, MOMENT = 4.0, 3.0
RADII_NM = {'1s': 0.0034, '2sp': 0.013, '3sp': 0.045, '3d': 0.060}

x = np.linspace(math.log(1e-4), math.log(25.0), 1500)
dx = x[1] - x[0]
r = np.exp(x)
weight = 4 * np.pi * r**3 * dx


def shell(radius, quantum_n, mean_nm):
    """Spherical density of one electron in a Slater-type shell."""
    exponent = (2 * quantum_n + 1) / (2 * mean_nm / BOHR_NM)
    norm = (2 * exponent)**(2 * quantum_n + 1) / math.factorial(2 * quantum_n)
    return (norm * radius**(2 * quantum_n - 2)
            * np.exp(-2 * exponent * radius) / (4 * np.pi))


def inner_core(radius):
    return (2 * shell(radius, 1, RADII_NM['1s'])
            + 8 * shell(radius, 2, RADII_NM['2sp']))


def full_core(radius):
    return inner_core(radius) + 8 * shell(radius, 3, RADII_NM['3sp'])


def d_shell(radius):
    return shell(radius, 3, RADII_NM['3d'])


def xc_local(up, down, functional=LDA):
    """Energy per volume and the two spin potentials."""
    exc, vxc = libxc.eval_xc(functional, (up, down), spin=1, deriv=1)[:2]
    return exc * (up + down), np.asarray(vxc[0])


def xc_energy(moment, core, orbital, functional=LDA):
    up = core / 2 + (D_COUNT + moment) / 2 * orbital
    down = core / 2 + (D_COUNT - moment) / 2 * orbital
    if functional == LDA:
        density = xc_local(up, down)[0]
    else:
        packed = []
        for spin_density in (up, down):
            slope = np.gradient(spin_density, x, edge_order=2) / r
            zero = np.zeros_like(r)
            packed.append(np.array([spin_density, slope, zero, zero]))
        exc = libxc.eval_xc(functional, tuple(packed), spin=1, deriv=1)[0]
        density = exc * (up + down)
    return np.sum(weight * density)


def spin_energy(core, orbital, functional=LDA):
    return (xc_energy(MOMENT, core, orbital, functional)
            - xc_energy(0.0, core, orbital, functional))


def potentials(moment, core, orbital):
    """Orbital averages of spin-mean potential and down-up splitting."""
    up = core / 2 + (D_COUNT + moment) / 2 * orbital
    down = core / 2 + (D_COUNT - moment) / 2 * orbital
    v = xc_local(up, down)[1]
    mean = np.sum(weight * orbital * (v[:, 0] + v[:, 1]) / 2)
    split = np.sum(weight * orbital * (v[:, 1] - v[:, 0]))
    return mean, split


def splitting_from_energy(core, orbital, functional=LDA, step=0.002):
    plus = xc_energy(MOMENT + step, core, orbital, functional)
    minus = xc_energy(MOMENT - step, core, orbital, functional)
    return -(plus - minus) / step


core = full_core(r)
inner = inner_core(r)
orbital = d_shell(r)
none = np.zeros_like(r)
assert abs(np.sum(weight * core) - 18) < 1e-5
assert abs(np.sum(weight * orbital) - 1) < 1e-7

# The small-polarisation exchange law against the library functional.
n_test = np.array([0.02, 0.2, 2.0])
m_test = 0.03 * n_test
polarised = xc_local((n_test + m_test) / 2, (n_test - m_test) / 2, 'LDA_X,')[0]
unpolarised = xc_local(n_test / 2, n_test / 2, 'LDA_X,')[0]
law = -(3 / np.pi)**(1 / 3) / 6 * m_test**2 * n_test**(-2 / 3)
assert np.allclose(polarised - unpolarised, law, rtol=1e-3)

# Dilution at finite polarisation, for exchange alone and with correlation.
rng = np.random.default_rng(4)
n0 = 10**rng.uniform(-2, 1, 4000)
m0 = n0 * rng.uniform(0.05, 0.95, 4000)
n1 = n0 * (1 + 10**rng.uniform(-1, 1.3, 4000))
for functional in ('LDA_X,', LDA):
    spin_parts, splits = [], []
    for n in (n0, n1):
        energy, v = xc_local((n + m0) / 2, (n - m0) / 2, functional)
        reference = xc_local(n / 2, n / 2, functional)[0]
        spin_parts.append(energy - reference)
        splits.append(v[:, 1] - v[:, 0])
    assert np.all(spin_parts[0] < spin_parts[1])
    assert np.all(spin_parts[1] < 0)
    assert np.all(splits[0] > splits[1])

# Potential average agrees with the derivative of the integrated energy.
for test_core in (none, core):
    direct = potentials(MOMENT, test_core, orbital)[1]
    assert abs(direct - splitting_from_energy(test_core, orbital)) < 2e-5

# Residual errors after spin-independent unscreening at fixed charge.
mean_errors, split_errors = [], []
for moment in (0.4, 0.2):
    bare, bare0 = potentials(moment, none, orbital), potentials(0, none, orbital)
    full, full0 = potentials(moment, core, orbital), potentials(0, core, orbital)
    mean_errors.append((bare[0] - bare0[0]) - (full[0] - full0[0]))
    split_errors.append(bare[1] - full[1])
mean_ratio = mean_errors[0] / mean_errors[1]
split_ratio = split_errors[0] / split_errors[1]
assert abs(mean_ratio - 4) < 0.12
assert abs(split_ratio - 2) < 0.06


def partial_core(charge_ratio):
    """Smooth core inside the radius where core/valence = charge_ratio."""
    radius = brentq(lambda q: full_core(q)
                    - charge_ratio * D_COUNT * d_shell(q), 0.5, 3.0)
    h = 1e-5
    slope = (math.log(full_core(radius + h))
             - math.log(full_core(radius - h))) / (2 * h)
    phase = brentq(lambda y: y / math.tan(y) - 1 - radius * slope,
                   1e-4, math.pi - 1e-6)
    wave = phase / radius
    amplitude = full_core(radius) * radius / math.sin(phase)
    smooth = np.where(r < radius, amplitude * np.sin(wave * r) / r, core)
    return radius, smooth


match_radius, partial = partial_core(2.0)
wide_radius, wide_partial = partial_core(1.0)
delta = {}
for name, test_core in (('full', core), ('none', none), ('partial', partial),
                        ('wide', wide_partial)):
    delta[name] = potentials(MOMENT, test_core, orbital)[1] * HARTREE
# Here 3s and 3p remain explicit; only the ten inner electrons are omitted.
delta['semicore'] = potentials(MOMENT, core - inner, orbital)[1] * HARTREE
omission = delta['none'] - delta['full']
assert omission > 0
assert abs(delta['partial'] - delta['full']) < 0.2 * omission
assert abs(delta['partial'] - delta['full']) < abs(delta['wide'] - delta['full'])
assert abs(delta['semicore'] - delta['full']) < 0.05 * omission

# Two-site model: t2g-like a and eg-like b orbitals on sites A and B.
CRYSTAL, T_AA, T_AB = 1.5, 0.10, 0.15


def magnetic_state(split, order, taa=T_AA, tab=T_AB, hubbard=0.0):
    """Energy and summed site-moment magnitude of two electrons."""
    states = []
    for spin in (1, -1):
        directions = (1, 1 if order == 'FM' else -1)
        h = np.zeros((4, 4))
        signs = np.repeat(np.array(directions) * spin, 2)
        for site in (0, 1):
            sign = directions[site] * spin
            shift = -hubbard / 2 if sign == 1 else hubbard / 2
            h[2 * site, 2 * site] = -sign * split / 2 + shift
            h[2 * site + 1, 2 * site + 1] = (CRYSTAL - sign * split / 2
                                           + hubbard / 2)
        h[0, 2] = h[2, 0] = taa
        h[0, 3] = h[3, 0] = tab
        h[1, 2] = h[2, 1] = tab
        values, vectors = np.linalg.eigh(h)
        for i in range(4):
            states.append((values[i], np.sum(signs * vectors[:, i]**2)))
    occupied = sorted(states, key=lambda item: item[0])[:2]
    return sum(s[0] for s in occupied), sum(s[1] for s in occupied)


def order_energy(split, **options):
    return (magnetic_state(split, 'AFM', **options)[0]
            - magnetic_state(split, 'FM', **options)[0])


def second_order(split, taa=T_AA, tab=T_AB):
    return 2 * (tab**2 / CRYSTAL - tab**2 / (CRYSTAL + split) - taa**2 / split)


deviations = []
for scale in (0.5, 0.25):
    options = {'taa': scale * T_AA, 'tab': scale * T_AB}
    deviations.append(order_energy(delta['full'], **options)
                      - second_order(delta['full'], **options))
assert 14 < deviations[0] / deviations[1] < 18
fm_moment = magnetic_state(delta['full'], 'FM')[1]
afm_moment = magnetic_state(delta['full'], 'AFM')[1]
h = 1e-3
slope = (order_energy(delta['full'] + h) - order_energy(delta['full'] - h)) / (2 * h)
assert abs(slope - (fm_moment - afm_moment) / 2) < 1e-7
order = {name: order_energy(value) for name, value in delta.items()}
assert order['none'] > order['full']
assert abs(order['partial'] - order['full']) < 0.2 * (order['none'] - order['full'])

# Neglected angular shape: three t2g up electrons and one paired eg electron.
nodes, gauss = np.polynomial.legendre.leggauss(10)
cosine = (nodes + 1) / 2
phi = (nodes + 1) * np.pi / 4
C, P = np.meshgrid(cosine, phi, indexing='ij')
solid = 8 * np.outer(gauss / 2, gauss * np.pi / 4).ravel()
X2 = ((1 - C**2) * np.cos(P)**2).ravel()
Y2 = ((1 - C**2) * np.sin(P)**2).ravel()
Z2 = (C**2).ravel()
t2g = 15 / (4 * np.pi) * (X2 * Y2 + Y2 * Z2 + Z2 * X2)
eg = 5 / (4 * np.pi) - t2g
assert abs(np.sum(solid * t2g) - 3) < 1e-6


def angular_splitting(test_core):
    sub = slice(None, None, 3)
    radial = 4 * np.pi * orbital[sub, None]
    half_core = test_core[sub, None] / 2
    up = (half_core + radial * (t2g + eg / 4)).ravel()
    down = (half_core + radial * eg / 4).ravel()
    v = xc_local(up, down)[1]
    difference = (v[:, 1] - v[:, 0]).reshape(len(r[sub]), len(solid))
    volume = (3 * dx * r[sub]**3)[:, None] * solid
    return np.sum(volume * radial * t2g / 3 * difference) * HARTREE


angular_full, angular_none = angular_splitting(core), angular_splitting(none)
pbe_full = splitting_from_energy(core, orbital, 'PBE,PBE') * HARTREE
pbe_none = splitting_from_energy(none, orbital, 'PBE,PBE') * HARTREE

# Norm-conserving smoothing of the d orbital inside a typical cutoff.
CUTOFF_NM = 0.10
cutoff = CUTOFF_NM / BOHR_NM
exponent = 3.5 / (RADII_NM['3d'] / BOHR_NM)


def smooth_d(coefficient):
    q = np.minimum(r**2 - cutoff**2, 0)
    log_part = (-exponent * cutoff - exponent * q / (2 * cutoff)
                + coefficient * q**2 / cutoff**4)
    prefactor = (2 * exponent)**7 / math.factorial(6) / (4 * np.pi)
    return np.where(r < cutoff, prefactor * r**4 * np.exp(2 * log_part), orbital)


coefficient = brentq(lambda c: np.sum(weight * smooth_d(c)) - 1, -20, 20)
pseudo = smooth_d(coefficient)
assert abs(np.sum(weight * pseudo) - 1) < 1e-8
pseudo_none = potentials(MOMENT, none, pseudo)[1] * HARTREE
pseudo_partial = potentials(MOMENT, partial, pseudo)[1] * HARTREE
pseudo_full = potentials(MOMENT, core, pseudo)[1] * HARTREE
assert angular_none > angular_full
assert pbe_none > pbe_full
assert pseudo_none > pseudo_full

U_SHIFT, TEMPERATURE, SMALL_T = 3.0, 50.0, 0.05
shift = order['none'] - order['full']
shift_u = (order_energy(delta['none'], hubbard=U_SHIFT)
           - order_energy(delta['full'], hubbard=U_SHIFT))
small_full = order_energy(delta['full'], taa=SMALL_T)
small_none = order_energy(delta['none'], taa=SMALL_T)
assert 0 < shift_u < shift

print('Rough model inputs, CrI3-monolayer regime')
for name, radius_nm in RADII_NM.items():
    print(f'mean radius {name}: {radius_nm:.4f} nm')
print(f'd electrons {D_COUNT:.1f}; moment {MOMENT:.1f} Bohr magnetons')
print(f'crystal splitting C {CRYSTAL:.2f} eV')
print(f'hoppings t {T_AA:.2f}, s {T_AB:.2f} eV')
print('r(nm), core/valence, polarisation bare, with core, energy ratio')
for radius_nm in (0.02, 0.04, 0.06, 0.08, 0.10):
    q = np.array([radius_nm / BOHR_NM])
    nv, nc, m = D_COUNT * d_shell(q), full_core(q), MOMENT * d_shell(q)
    local = []
    for n in (nv, nv + nc):
        local.append(xc_local((n + m) / 2, (n - m) / 2)[0]
                     - xc_local(n / 2, n / 2)[0])
    print(f'{radius_nm:.2f} {nc[0]/nv[0]:.3f} {m[0]/nv[0]:.3f} '
          f'{m[0]/(nv+nc)[0]:.3f} {local[1][0]/local[0][0]:.3f}')
print(f'spin xc energy, full core: {spin_energy(core, orbital)*HARTREE:.3f} eV')
print(f'spin xc energy, no core: {spin_energy(none, orbital)*HARTREE:.3f} eV')
print(f'halved moment: mean-error ratio {mean_ratio:.3f}')
print(f'halved moment: splitting-error ratio {split_ratio:.3f}')
labels = {'full': 'full core', 'none': 'no core', 'partial': 'partial core',
          'wide': 'wider partial core', 'semicore': '3s3p explicit, inner omitted'}
for name, label in labels.items():
    print(f'{label}: Delta {delta[name]:.3f} eV, D {order[name]*1000:.3f} meV')
print(f'partial-core matching radius: {match_radius*BOHR_NM:.4f} nm')
print(f'wider matching radius: {wide_radius*BOHR_NM:.4f} nm')
print(f'Delta increase without core: {100*omission/delta["full"]:.1f} %')
print(f'D shift without core: {shift*1000:.3f} meV')
print(f'D relative shift: {100*shift/order["full"]:.1f} %')
print(f'second-order D, full core: {second_order(delta["full"])*1000:.3f} meV')
print(f'second-order D, no core: {second_order(delta["none"])*1000:.3f} meV')
print(f'model moment sums FM, AFM: {fm_moment:.5f}, {afm_moment:.5f} mu_B')
print(f'dD/dDelta, full core: {slope*1000:.3f} meV/eV')
print(f't2g shape Delta full, none: {angular_full:.3f}, {angular_none:.3f} eV')
print(f'PBE Delta full, none: {pbe_full:.3f}, {pbe_none:.3f} eV')
print(f'pseudo-d cutoff: {CUTOFF_NM:.2f} nm')
print(f'pseudo-d Delta full, none: {pseudo_full:.3f}, {pseudo_none:.3f} eV')
print(f'pseudo-d Delta partial core: {pseudo_partial:.3f} eV')
print(f'Hubbard-type shift {U_SHIFT:.1f} eV: D shift {shift_u*1000:.3f} meV')
print(f't={SMALL_T:.2f} eV: D full, none {small_full*1000:.3f}, '
      f'{small_none*1000:.3f} meV')
print(f'thermal energy at {TEMPERATURE:.0f} K: {k*TEMPERATURE/e*1000:.3f} meV')
print('done: every assertion held')
```

It prints:

```
Rough model inputs, CrI3-monolayer regime
mean radius 1s: 0.0034 nm
mean radius 2sp: 0.0130 nm
mean radius 3sp: 0.0450 nm
mean radius 3d: 0.0600 nm
d electrons 4.0; moment 3.0 Bohr magnetons
crystal splitting C 1.50 eV
hoppings t 0.10, s 0.15 eV
r(nm), core/valence, polarisation bare, with core, energy ratio
0.02 27.078 0.750 0.027 0.116
0.04 3.186 0.750 0.179 0.389
0.06 1.453 0.750 0.306 0.552
0.08 0.668 0.750 0.450 0.716
0.10 0.307 0.750 0.574 0.846
spin xc energy, full core: -2.422 eV
spin xc energy, no core: -4.978 eV
halved moment: mean-error ratio 4.014
halved moment: splitting-error ratio 2.005
full core: Delta 3.257 eV, D 14.235 meV
no core: Delta 6.961 eV, D 21.639 meV
partial core: Delta 3.371 eV, D 14.663 meV
wider partial core: Delta 4.068 eV, D 16.834 meV
3s3p explicit, inner omitted: Delta 3.305 eV, D 14.419 meV
partial-core matching radius: 0.0518 nm
wider matching radius: 0.0696 nm
Delta increase without core: 113.7 %
D shift without core: 7.404 meV
D relative shift: 52.0 %
second-order D, full core: 14.401 meV
second-order D, no core: 21.809 meV
model moment sums FM, AFM: 2.00000, 1.99226 mu_B
dD/dDelta, full core: 3.868 meV/eV
t2g shape Delta full, none: 3.816, 8.433 eV
PBE Delta full, none: 3.564, 7.308 eV
pseudo-d cutoff: 0.10 nm
pseudo-d Delta full, none: 3.482, 6.767 eV
pseudo-d Delta partial core: 3.531 eV
Hubbard-type shift 3.0 eV: D shift 3.061 meV
t=0.05 eV: D full, none 18.750, 23.701 meV
thermal energy at 50 K: 4.309 meV
done: every assertion held
```
